# Finite-displacement settings for the resonant excitonic Raman tensor of silicon

## What symmetry leaves to be computed

When the atoms can be treated as static during the scattering, the first-order Raman tensor of a crystal is the derivative of its dielectric tensor with respect to a phonon displacement. In silicon the zone-centre optical phonon moves the two face-centred sublattices against each other. Let $\mathbf s$ be their relative displacement, so that one atom moves by $+\mathbf s/2$ and the other by $-\mathbf s/2$ at fixed lattice vectors. Then

$$R_{ijk}(\omega)=\left.\frac{\partial\varepsilon_{ij}(\omega)}{\partial s_k}\right|_{\mathbf s=0}.$$

Since $\varepsilon$ is dimensionless, $R$ is an inverse length. It has 27 components, and symmetry fixes all but one number.

Take the operations that leave an atomic site in place. They do not exchange the sublattices, so $\mathbf s$ transforms as an ordinary vector and $R_{ijk}$ must be an invariant third-rank tensor. A twofold rotation about $x$ reverses $y$ and $z$. A component survives only if $y$ and $z$ together occur an even number of times among its indices. The rotations about $y$ and $z$ give the same condition for the other pairs. The numbers of $x$, $y$ and $z$ indices therefore have equal parity. They add up to three, so each is one. Threefold rotations permute the axes cyclically, and the mirror that exchanges $x$ and $y$ connects the two cyclic classes. Hence

$$R_{ijk}=a(\omega)\,|\epsilon_{ijk}|,\qquad
\delta\varepsilon=a\begin{pmatrix}0&s_z&s_y\\ s_z&0&s_x\\ s_y&s_x&0\end{pmatrix},$$

where $\epsilon_{ijk}$ is the Levi-Civita symbol. Inversion about the bond centre exchanges the atoms and reverses their displacements. It leaves $\mathbf s$ unchanged, so it does not forbid $a$.

The single component is complex: near resonance both dispersion and absorption respond to the displacement. For light polarized along $(\hat x+\hat y)/\sqrt2$ on entry and exit, the displacement $s_z$ contributes $\tfrac12(\delta\varepsilon_{xy}+\delta\varepsilon_{yx})=a s_z$. The scattered intensity is proportional to $|a|^2$, apart from frequency and population factors.

## What is differentiated

Hartree atomic units are used in the equations. For each displaced structure the electron density is made self-consistent in the local-density approximation (LDA), with plane waves and GTH pseudopotentials. The conduction bands are then raised by a rigid scissor shift $\Delta$. With $c,v$ for conduction and valence states, the spin-singlet Bethe-Salpeter matrix in the Tamm-Dancoff approximation is

$$H=(E_c-E_v+\Delta)\,\delta_{cc'}\delta_{vv'}\delta_{\mathbf k\mathbf k'}+2\bar v-W .$$

The singlet pair is an equal combination of two spin channels. The exchange $\bar v$ connects every channel with every other, which gives the factor 2. The screened attraction $W$ conserves the channel and has factor 1. The macroscopic term $\mathbf G=0$ is left out of $\bar v$, because $\varepsilon$ describes the response to the total macroscopic field.

The dipoles follow from $\mathbf v=i[H_0,\mathbf r]$, where $H_0$ is the one-electron Hamiltonian before the scissor shift. Between two of its eigenstates,

$$\mathbf v_{cv}=i(E_c-E_v)\mathbf r_{cv}
\quad\Rightarrow\quad
\mathbf r_{cv}=-\frac{i\,\mathbf v_{cv}}{E_c-E_v}.$$

The denominator contains no $\Delta$, since the scissor shift leaves the orbitals unchanged. The velocity is $\partial H_0(\mathbf k)/\partial\mathbf k$ and includes the nonlocal pseudopotential. With the origin at the bond centre, inversion and time reversal allow real plane-wave coefficients. The common factor $-i$ then cancels in products $r_i^*r_j$, and real dipoles can be used.

Let $A^\lambda$ be the eigenvectors of $H$ with energies $E_\lambda$, and $D_i^\lambda=\sum_{cv\mathbf k}A^\lambda_{cv\mathbf k}\,v_{i,cv}/(E_c-E_v)$. Each singlet dipole carries $\sqrt2$, so a product carries 2. Linear response divides by the crystal volume $N_k\Omega$, and $\varepsilon=1+4\pi\chi$ supplies $4\pi$:

$$\varepsilon_{ij}=\delta_{ij}+\frac{8\pi}{\Omega N_k}\sum_\lambda D_i^\lambda D_j^\lambda
\left[\frac1{E_\lambda-\omega-i\eta}+\frac1{E_\lambda+\omega+i\eta}\right].$$

Here $\Omega$ is the cell volume, $N_k$ the number of $\mathbf k$ points and $\eta$ a constant broadening.

The attraction is screened by the Cappellini model,

$$\epsilon(q)=1+\left[\frac1{\epsilon_0-1}+\alpha\frac{q^2}{q_{TF}^2}+\frac{q^4}{4\omega_p^2}\right]^{-1},$$

with $\alpha=1.563$, $q_{TF}^2=4k_F/\pi$ and $\omega_p^2=4\pi n$; $k_F$ is the Fermi wavevector of a uniform gas with the valence density $n$. The integrable $1/q^2$ term at $q=0$ is averaged over the small cube belonging to one mesh point. This screening is held fixed when the atoms move.

## The displacement step

The central difference is

$$R_{ijk}\simeq\frac{\varepsilon_{ij}(+s_k)-\varepsilon_{ij}(-s_k)}{2s_k}.$$

For the allowed component one sign is enough. A twofold rotation about $x$ sends $s_z$ to $-s_z$ and $\varepsilon_{xy}$ to $-\varepsilon_{xy}$, so $\varepsilon_{xy}$ is odd in $s_z$:

$$\varepsilon_{xy}(s_z)=a s_z+b s_z^3+\dots,\qquad
\frac{\varepsilon_{xy}(s_z)}{s_z}=a+b s_z^2+\dots$$

The diagonal elements have even terms, and for them both signs are needed.

Two errors compete. If each dielectric element carries a numerical error of at most $\delta$, the central difference carries at most $(\delta+\delta)/2s=\delta/s$. The cubic term adds $|b|s^2$. The sum $\delta/s+|b|s^2$ is stationary when $-\delta/s^2+2|b|s=0$, which gives

$$s_{\rm opt}=\left(\frac{\delta}{2|b|}\right)^{1/3}.$$

Near resonance $b$ depends strongly on the broadening. To see this, use the axes $\pm=(\hat x\pm\hat y)/\sqrt2$, for which $\varepsilon_{xy}=(\varepsilon_{++}-\varepsilon_{--})/2$. The twofold rotation exchanges the two axes, up to sign, while reversing $s_z$, so $\varepsilon_{--}(s)=\varepsilon_{++}(-s)$. Thus $\varepsilon_{xy}$ is the odd part of $\varepsilon_{++}$. Suppose one isolated transition dominates, with strength $A$ and energy $E_0+Ds$, and put $Z=E_0-\omega-i\eta$. Then

$$\varepsilon_{xy}=\frac A2\left[\frac1{Z+Ds}-\frac1{Z-Ds}\right]
=-\frac{ADs}{Z^2-D^2s^2}
=-\frac{ADs}{Z^2}\left[1+\frac{D^2s^2}{Z^2}+\dots\right].$$

A change of $A$ with $s$ would add a term in $1/Z$, which is less singular and is omitted. At resonance $|Z|=\eta$, so the relative step error is $(Ds/\eta)^2$. The displacement must shift the transition by much less than the broadening.

The silicon calculation uses $s=0.010$ bohr, or 0.0053 Å, and $\eta=0.3$ eV. On a mesh of 32 points, doubling $s$ changes $a(\omega)$ by at most 0.52 % of its largest magnitude between 0 and 4.5 eV. To leading order the change is $b(2s)^2-bs^2=3bs^2$, so the error at the original step is about $0.52/3=0.17$ %. In the isolated-transition model this means $|D|s/\eta\approx\sqrt{0.0017}\approx0.04$, and $|D|\approx0.04\times0.3/0.0053\approx2$ eV/Å.

This gives a rule for other broadenings. At $\eta=0.05$ eV the same step would have an error of about $0.17\,\%\times(0.3/0.05)^2\approx6$ %, provided that one transition with the same $D$ dominates. When the broadening is reduced, the step should be reduced in proportion and the self-consistency tightened, because $\delta/s$ grows.

## The shape and density of the mesh

The symmetry result holds for the crystal. A numerical calculation inherits it if the $\mathbf k$ mesh, the cutoffs and the chosen bands respect the same operations.

In units of $2\pi/a_0$, with $a_0$ the lattice constant, a suitable half-shifted mesh has coordinates $k_i=(n_i+\tfrac12)/m$ with integer $n_i$. Permuting coordinates keeps this form. So does a sign change, since $-(n+\tfrac12)=(-n-1)+\tfrac12$. The Brillouin zone has volume 4 in these units and each point occupies $1/m^3$, so there are $4m^3$ points: 32, 108 and 256 for $m=2,3,4$.

A half shift along the primitive reciprocal vectors behaves differently. For a $2\times2\times2$ mesh the primitive coordinates are $1/4$ or $3/4$, up to integers. The point $(\tfrac14,\tfrac14,\tfrac14)$ belongs to it. The equivalent point $(-\tfrac14,\tfrac14,\tfrac14)$ has second primitive coordinate $(k_x+k_z)/2=0$ and is missing. One body diagonal is therefore favoured.

For undisplaced silicon with free electron-hole pairs, this eight-point mesh gives $|\varepsilon_{xy}|=8.5$ at $\omega=0$, where cubic symmetry requires zero. Divided by the step in a one-sided difference, it would produce a false derivative of $8.45/0.00529\approx1600$ Å$^{-1}$. A central difference removes this constant, but it does not restore the symmetry of the derivative. Before a one-sided difference is used, the undisplaced off-diagonal element should be computed and found negligible compared with $|a|s$.

With the cubic 32-point mesh, displacements along all three axes were calculated with both signs. At 3.26 eV the magnitudes, in Å$^{-1}$, are:

| Displacement | $xx$ | $yy$ | $zz$ | $yz$ | $xz$ | $xy$ |
|---|---:|---:|---:|---:|---:|---:|
| $s_x$ | 0.017 | 0.009 | 0.009 | 441 | 0.000 | 0.000 |
| $s_y$ | 0.009 | 0.017 | 0.009 | 0.000 | 441 | 0.000 |
| $s_z$ | 0.009 | 0.009 | 0.017 | 0.000 | 0.000 | 441 |

The three allowed entries agree, and the largest forbidden one is $0.017/441\approx4\times10^{-5}$ of them. The forbidden entries have the pattern of terms even in $s$. In an exact calculation such terms cancel between the two signs of the displacement; the origin of the small remainder was not isolated.

Correct symmetry does not imply a converged magnitude. At the same photon energy $|a|$ is 441, 295 and 194 Å$^{-1}$ for 32, 108 and 256 points. Over the whole range up to 4.5 eV, the largest change from 108 to 256 points is 81 % of the largest 256-point magnitude. The resonant value is therefore not converged, and the sequence does not support an extrapolation.

## Silicon at laser energies

The inputs are a lattice constant of 5.43 Å, a scissor shift of 0.7 eV, $\epsilon_0=12$ and $\eta=0.3$ eV. The plane-wave cutoff is 6.4 Ha, and three valence and three conduction bands enter the exciton matrix. On the 256-point mesh there are $256\times3\times3=2304$ pairs. The responses along the $\pm$ axes were obtained by Lanczos recursion and combined as $(\varepsilon_{++}-\varepsilon_{--})/2$. The "free pairs" column omits both $W$ and $\bar v$, with all other settings held fixed. Values of $a$ are in Å$^{-1}$; the digits serve to follow the arithmetic and do not express accuracy.

| Wavelength (nm) | Energy (eV) | Re $a$ | Im $a$ | $\lvert a\rvert$ | Free pairs, $\lvert a\rvert$ |
|---:|---:|---:|---:|---:|---:|
| 1064 | 1.17 | 8.7 | 1.4 | 8.8 | 6.7 |
| 532 | 2.33 | 23 | 12 | 26 | 15 |
| 458 | 2.71 | 36 | 39 | 53 | 25 |
| 380 | 3.26 | −182 | 67 | 194 | 83 |
| 364 | 3.41 | −124 | −81 | 148 | 103 |

The largest magnitude between 2.5 and 4.5 eV occurs at 3.26 eV. There the electron-hole interaction multiplies $|a|$ by $194/83\approx2.3$; at 1064 nm the factor is $8.8/6.7\approx1.3$. These ratios are taken at fixed photon energy, so they combine a change of strength with a shift of the resonance. They also belong to this mesh: with 864 points the free-pair magnitude falls from 83 to 56 Å$^{-1}$ at 3.26 eV and from 6.7 to 5.4 Å$^{-1}$ at 1064 nm. The free-pair magnitude is larger at 3.41 than at 3.26 eV, while the interacting one is smaller.

The Raman polarizability is $(\Omega/4\pi)|a|$. With $\Omega=5.43^3/4=40.0$ Å$^3$, the prefactor is 3.19 Å$^3$. This gives $3.19\times194\approx620$ Å$^2$ at the peak and $3.19\times8.8\approx28$ Å$^2$ at 1064 nm. In this calculation $|a|^2$ rises by a factor of about 480 between the two energies. If the displacement of one atom, $u=s/2$, is the coordinate, then $\partial\varepsilon/\partial u=2\,\partial\varepsilon/\partial s$ and all these derivatives double.

The imaginary part at 1064 nm depends on the constant broadening. Below every transition energy in the sum, the imaginary part of each term in $\varepsilon$ vanishes as $\eta\to0$. This entry should not be read as phonon-assisted absorption, which the model does not contain.

## Why the resonant number is sensitive

The isolated-transition result $a=-AD/Z^2$ has a double pole. If the photon energy is lowered by $d$ from exact resonance, $Z$ changes from $-i\eta$ to $d-i\eta$. With $x=d/\eta$,

$$\frac{a(E_0-d)}{a(E_0)}=\frac{(-i\eta)^2}{(d-i\eta)^2}=\frac1{(1+ix)^2},$$

$$\left|\frac{a(E_0-d)}{a(E_0)}-1\right|
=\left|\frac{x^2-2ix}{(1+ix)^2}\right|
=\frac{x\sqrt{4+x^2}}{1+x^2}.$$

For $d=0.1$ eV, $x=1/3$ and the predicted change is 61 %. The full 256-point calculation gives 58 % at the peak. For $d=64$ meV the formula gives 41 % and the calculation 39 %. On this mesh the double pole thus reproduces the scale of the sensitivity, although this agreement does not prove that a single exciton forms the peak. A denser set of transitions can weaken the effect: for free pairs on 864 points, lowering the photon energy by 0.1 eV from their own peak changes $a$ by about 41 %, against 51 % for free pairs on 256 points and 35 % on 2048 points.

The remaining settings must be judged with this in mind. Each change below was made separately on the 32-point mesh; the shift is the largest change of complex $a$ up to 4.5 eV, relative to the largest $|a|$ with the original settings.

| Change | Shift |
|---|---:|
| Plane-wave cutoff 6.4 to 9.8 Ha | 68 % |
| Larger momentum cutoff of $W$ | 25 % |
| Four valence and four conduction bands | 4 % |
| Screening follows the displacement | 4 % |

By the double-pole formula, a rigid energy shift of roughly 0.1 eV would suffice to explain the first entry. Whether it does was not determined, because energy shifts and changes of coupling were not separated. Shifts of this size do occur: on the 256-point mesh the higher cutoff lowers the lowest transition by about 0.14 eV, so transition energies at 6.4 Ha are not converged to better than about 0.1 eV. For the last entry, the calculated static $\varepsilon_{xy}$ was added to the screening tensor and reduced at larger $q$ in proportion to $\epsilon(q)-1$. The isotropic part of the screening has no first-order change, since no scalar can be linear in the vector $\mathbf s$ under the site group.

These results suggest an order of work for a similar calculation: choose a mesh with cubic symmetry and a physically motivated broadening, converge the mesh and cutoffs near the intended photon energy, and then refine the step. Here the step error of about 0.2 % is far below the mesh error. Shifting spectra so that their peaks coincide can help to separate an energy error from an amplitude error, but both should be reported.

## Finite phonon energy, temperature and real silicon

The derivative treats the atoms as static during scattering. In a Stokes process the intermediate energies before and after emission of a phonon of energy $\Omega_{ph}$ are $E_0-\omega$ and $E_0+\Omega_{ph}-\omega$. The isolated double pole $1/Z^2$ then becomes $1/[Z(Z+\Omega_{ph})]$. At $Z=-i\eta$ their ratio is $1/(1+i\Omega_{ph}/\eta)$. For a rough phonon energy of 64 meV, $\Omega_{ph}/\eta=0.21$. The magnitude falls by 2 %, while the complex amplitude changes by 21 %, mostly through a rotation of its phase. Near resonance, the static derivative fails when the broadening is comparable to the phonon energy or smaller. Far from resonance, the distance to the transition takes the place of the broadening in this comparison.

Zero-point and thermal motion are a further concern. For an oscillator with reduced mass $\mu=M/2$, where $M$ is the atomic mass, each component obeys

$$\langle s^2\rangle=\frac1{2\mu\Omega_{ph}}\coth\frac{\Omega_{ph}}{2k_BT}.$$

At 300 K this gives an rms displacement of 0.052 Å, about ten times the finite-difference step. The coth factor is only 1.18, so about 84 % of $\langle s^2\rangle$ is zero-point motion and remains on cooling. The second-order change of the mean diagonal dielectric element is $\tfrac32\langle s^2\rangle\,\partial^2\bar\varepsilon/\partial s_z^2$, where $\bar\varepsilon=\mathrm{Tr}\,\varepsilon/3$ and the 3 counts the directions. With the second difference from the 32-point mesh, its magnitude at 3.26 eV is 41 % of $|\varepsilon-1|$. This figure is not converged with the mesh: for free pairs the same ratio falls from 32 % on 32 points to 20 % on 256 and 16 % on 2048 points. This estimate assigns the zone-centre coupling to an independent oscillator in every cell. It is not a thermal correction, but it shows that a small step does not make real lattice motion small.

The lattice constant, static screening and phonon energy are close to those of real silicon, and the scissor shift is of the usual size. The broadening is chosen for a coarse mesh and is large for a sharp resonance. Real silicon has a strong direct optical resonance at roughly 3.4 eV, near the calculated peak. Its Raman polarizability well below resonance is roughly 20 Å$^2$, with a possible factor of two from the displacement convention, so the 28 Å$^2$ found here has the right order of magnitude. It is not converged in its digits: for free pairs, the 1064 nm value falls by about 20 % from 256 to 864 points and rises by about 14 % when the cutoff is raised from 6.4 to 9.8 Ha on the 256-point mesh. It falls by a further 5 % from 864 to 2048 points and rises by about 7 % on 256 points when all bands are included. Closer agreement would therefore carry no weight. The resonant 620 Å$^2$ should not be used as a material constant. Real crystals violate the assumption of atoms at rest with a fixed broadening even at low temperature, and the coarse-mesh estimate above suggests only that the effect may reach tens of per cent near resonance. Spin-orbit coupling and the coupling between resonant and antiresonant pairs are also absent, and their effects were not sized.
